**Angular dependence and dipole gain of the 1s–3d pre-edge**

The program treats 1s → 3d absorption at a cubic site, with beam direction n, polarization e and G = Σ|e_i|²n_i². The quadrupole strength of the t2 peak varies as 1 − 2G and that of the e peak as 2G; in a tetrahedron the t2 peak also gains an isotropic dipole strength 4ωD², where ω is the photon energy and D the dipole amplitude from p mixing. It asserts that Gaussian matrix elements for a Ti4+ ion in the local density approximation follow these formulas for random elliptical polarization, in the free ion and in three cages of point charges. It also asserts the 3:2 powder ratio, the agreement of the retarded velocity amplitude with the quadrupole length form, the odd-field coupling formula, and first-order mixing in a weak field. Dipole strength is asserted to be negligible in the tetrahedral e peak and in the t2g peaks of the octahedron and the cube, which have inversion. In the output, a total p weight of 0.09% in the tetrahedral t2 orbital gives a dipole strength 1.02 times the whole powder quadrupole strength. The 3p and 4p levels both contribute substantially, with the same sign. The cages are models without ligand orbitals, so the numbers do not predict a measured spectrum.

## Program and output

```python
"""
Result under test (atomic units): 1s -> 3d absorption at a cubic site.
  quadrupole: f(t2) = 4 w (k^2/4) (Rt^2/15) (1 - 2G)
              f(e)  = 4 w (k^2/4) (Re^2/15) (2G),  G = sum_i |e_i|^2 n_i^2
  tetrahedron: the t2 peak gains the isotropic dipole strength 4 w D^2,
              D = sum_n beta_n R1_n / sqrt(3)
w: photon energy; k = alpha w; n: beam direction; e: polarization;
Rt, Re: 1s-d radial integrals of r^2; R1_n: 1s-np radial integral of r;
beta_n: np amplitude in the t2 orbital. The factor 4 w contains two spins.
Model: LDA Ti4+ ion, frozen, inside cages of negative point charges.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, dft, lib

lib.num_threads(1)
ALPHA = const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
EV = const.physical_constants["Hartree energy in eV"][0]

# ---------- free ion ----------
exponents = {0: 0.04 * 2.4 ** np.arange(18),
             1: 0.04 * 2.4 ** np.arange(13),
             2: 0.06 * 2.4 ** np.arange(11)}
basis = [[l, [float(a), 1.0]] for l in exponents for a in exponents[l]]
mol = gto.M(atom="Ti 0 0 0", charge=4, spin=0, basis={"Ti": basis},
            unit="Bohr", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.grids.level = 4
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
fock, overlap = mf.get_fock(), mol.intor("int1e_ovlp")
position = mol.intor("int1e_r")
second = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
counts = [len(exponents[l]) for l in range(3)]
starts = [0, counts[0], counts[0] + 3 * counts[1]]


def block(l, component):
    return starts[l] + (2 * l + 1) * np.arange(counts[l]) + component


def embed(l, component, coefficients):
    vector = np.zeros(mol.nao)
    vector[block(l, component)] = coefficients
    return vector


log_r = np.linspace(np.log(1e-5), np.log(60.0), 6000)
r = np.exp(log_r)
step = log_r[1] - log_r[0]
points = np.column_stack([0 * r, 0 * r, r])
ao_values = mol.eval_gto("GTOval_sph", points)


def integral(values):
    return np.sum(values * r) * step


energy, coef, radial = {}, {}, {}
for l, axial in ((0, 0), (1, 2), (2, 2)):
    ix = block(l, axial)
    energy[l], coef[l] = eigh(fock[np.ix_(ix, ix)], overlap[np.ix_(ix, ix)])
    scale = np.sqrt((2 * l + 1) / (4 * np.pi))
    radial[l] = (ao_values[:, ix] @ coef[l]).T / scale
R1s, R3d = radial[0][0], radial[2][0]
assert abs(integral(R3d ** 2 * r ** 2) - 1) < 1e-4
R1 = np.array([integral(p * R1s * r ** 3) for p in radial[1]])
R2 = np.array([integral(d * R1s * r ** 4) for d in radial[2]])
core_free = embed(0, 0, coef[0][:, 0])
t2_free = np.column_stack([embed(2, m, coef[2][:, 0]) for m in (1, 3, 0)])
e_free = np.column_stack([embed(2, m, coef[2][:, 0]) for m in (2, 4)])
omega_free = energy[2][0] - energy[0][0]


def strength(orbitals, core, omega, e, n, dipole=True, quadrupole=True):
    """Oscillator strength straight from Gaussian matrix elements."""
    operator_core = np.zeros(mol.nao, complex)
    if dipole:
        operator_core += np.einsum("i,iab,b->a", e, position, core,
                                   optimize=True)
    if quadrupole:
        operator_core += 0.5j * ALPHA * omega * np.einsum(
            "i,j,ija->a", e, n, second @ core, optimize=True)
    return 4 * omega * np.sum(abs(orbitals.T @ operator_core) ** 2)


rng = np.random.default_rng(5)


def random_light():
    frame = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    chi = rng.uniform(0, np.pi)
    e = np.cos(chi) * frame[:, 0] + 1j * np.sin(chi) * frame[:, 1]
    return e, frame[:, 2]


def quadrupole_formula(omega, radial2, angular):
    return 4 * omega * (ALPHA * omega) ** 2 / 4 * radial2 ** 2 / 15 * angular


# ---------- angular law in the free ion, including absolute size ----------
full = quadrupole_formula(omega_free, R2[0], 1.0)
for _ in range(12):
    e, n = random_light()
    G = np.sum(abs(e) ** 2 * n ** 2)
    direct_t = strength(t2_free, core_free, omega_free, e, n)
    direct_e = strength(e_free, core_free, omega_free, e, n)
    assert abs(direct_t - full * (1 - 2 * G)) < 1e-3 * full
    assert abs(direct_e - full * 2 * G) < 1e-3 * full

# orientation average by quadrature over all beam and polarization angles
nodes, weights = np.polynomial.legendre.leggauss(5)
average_t = average_e = 0.0
for u, weight in zip(nodes, weights):
    s = np.sqrt(1 - u * u)
    for phi in 2 * np.pi * np.arange(8) / 8:
        c, d = np.cos(phi), np.sin(phi)
        n = np.array([s * c, s * d, u])
        for psi in 2 * np.pi * np.arange(4) / 4 + 0.3:
            e = (np.cos(psi) * np.array([u * c, u * d, -s])
                 + np.sin(psi) * np.array([-d, c, 0]))
            average_t += weight / 64 * strength(
                t2_free, core_free, omega_free, e, n)
            average_e += weight / 64 * strength(
                e_free, core_free, omega_free, e, n)
assert abs(average_t / average_e - 1.5) < 1e-3

# ---------- retarded velocity amplitude against quadrupole length form ----------
slope = np.gradient(R1s, log_r) / r
u_nodes, u_weights = np.polynomial.legendre.leggauss(40)


def velocity_over_length(k):
    angle = np.sin(k * np.outer(r, u_nodes)) @ (
        u_weights * u_nodes * (1 - u_nodes ** 2))
    velocity = np.sqrt(15) / 4 * integral(r ** 2 * R3d * slope * angle)
    return velocity / (-k * omega_free * R2[0] / (2 * np.sqrt(15)))


k_free = ALPHA * omega_free
ratio_small_k = velocity_over_length(0.01 * k_free)
ratio_real_k = velocity_over_length(k_free)
# tolerances: finite Gaussian basis; second also has higher retardation
assert abs(ratio_small_k - 1) < 0.02
assert abs(ratio_real_k - 1) < 0.05

# ---------- cages of point charges ----------
distance = 1.80e-10 / BOHR
tetra = distance / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
cube = np.vstack([tetra, -tetra])
octa = distance * np.vstack([np.eye(3), -np.eye(3)])


def cage_potential(sites):
    total = np.zeros_like(overlap)
    for site in sites:
        with mol.with_rinv_origin(site):
            total += mol.intor("int1e_rinv")
    return total


def pick(levels, vectors, free):
    """Degenerate set with the largest 3d content, and one aligned partner."""
    content = np.sum((free.T @ overlap @ vectors) ** 2, axis=0)
    chosen = np.argsort(content)[-free.shape[1]:]
    assert np.ptp(levels[chosen]) < 1e-5
    orbitals = vectors[:, chosen]
    partner = orbitals @ (orbitals.T @ overlap @ free[:, 0])
    partner /= np.sqrt(partner @ overlap @ partner)
    return levels[chosen].mean(), orbitals, partner


def solve(sites, charge):
    levels, vectors = eigh(fock + charge * cage_potential(sites), overlap)
    out = {"core": vectors[:, 0]}
    Et, out["t"], partner_t = pick(levels, vectors, t2_free)
    Ee, out["e"], partner_e = pick(levels, vectors, e_free)
    out["wt"], out["we"] = Et - levels[0], Ee - levels[0]
    out["split"] = Et - Ee
    out["beta"] = np.array([embed(1, 0, c) @ overlap @ partner_t
                            for c in coef[1].T])
    d_t = np.array([embed(2, 1, c) @ overlap @ partner_t for c in coef[2].T])
    d_e = np.array([embed(2, 2, c) @ overlap @ partner_e for c in coef[2].T])
    out["D"] = out["beta"] @ R1 / np.sqrt(3)
    out["Rt"], out["Re"], out["d_weight"] = d_t @ R2, d_e @ R2, d_t[0] ** 2
    return out


octahedron = solve(octa, 4 / 6)
tetrahedron = solve(tetra, 1.0)
cubic_cage = solve(cube, 0.5)

# full amplitudes (dipole and quadrupole together) against summed formulas
for cage in (octahedron, tetrahedron, cubic_cage):
    size = quadrupole_formula(cage["wt"], cage["Rt"], 1.0)
    dip = 4 * cage["wt"] * cage["D"] ** 2
    for _ in range(8):
        e, n = random_light()
        G = np.sum(abs(e) ** 2 * n ** 2)
        direct_t = strength(cage["t"], cage["core"], cage["wt"], e, n)
        direct_e = strength(cage["e"], cage["core"], cage["we"], e, n)
        formula_t = dip + quadrupole_formula(cage["wt"], cage["Rt"], 1 - 2 * G)
        formula_e = quadrupole_formula(cage["we"], cage["Re"], 2 * G)
        assert abs(direct_t - formula_t) < 3e-3 * (size + dip)
        assert abs(direct_e - formula_e) < 3e-3 * size

# inversion or e symmetry forbids the dipole part; the tetrahedral t2 has it
e, n = random_light()


def dipole_part(cage, key):
    return strength(cage[key], cage["core"], cage["w" + key], e, n,
                    quadrupole=False)


dip_t = dipole_part(tetrahedron, "t")
for cage, key in ((octahedron, "t"), (cubic_cage, "t"), (tetrahedron, "e")):
    assert dipole_part(cage, key) < 1e-6 * dip_t

# odd field: closed angular factor against direct point-charge integrals
tetra_matrix = cage_potential(tetra)
kernel = np.minimum(r, distance) ** 3 / np.maximum(r, distance) ** 4
V = 4 * np.sqrt(15) / 21 * np.array(
    [integral(p * R3d * kernel * r ** 2) for p in radial[1]])
for index in (1, 2):
    direct = embed(1, 0, coef[1][:, index]) @ tetra_matrix @ t2_free[:, 0]
    assert abs(direct - V[index]) < 2e-3 * abs(V[index])

# first-order mixing against diagonalization in a weak field
beta_first = V / (energy[2][0] - energy[1])
D_first = beta_first @ R1 / np.sqrt(3)
weak = solve(tetra, 0.01)
assert abs(weak["D"] / (0.01 * D_first) - 1) < 0.03

# ---------- numbers ----------
print(f"cage distance: 1.80 angstrom = {distance:.4f} bohr")
print("charge per site: octahedron -2/3, tetrahedron -1, cube -1/2")
print(f"free ion E(1s): {energy[0][0]:.3f} hartree")
print(f"free ion E(3p), E(3d), E(4p): {energy[1][1]:.4f}, "
      f"{energy[2][0]:.4f}, {energy[1][2]:.4f} hartree")
print(f"photon energy, free ion: {omega_free:.3f} hartree"
      f" = {omega_free * EV:.1f} eV")
print(f"k, free ion: {k_free:.4f} 1/bohr")
print(f"|R2(1s-3d)|, free ion: {abs(R2[0]):.5e} bohr^2")
print(f"quadrupole f, free ion, both peaks: {full:.4e}")
print(f"powder ratio t2g:eg, free ion: {average_t / average_e:.4f}")
print(f"velocity/length amplitude, small k: {ratio_small_k:.4f}")
print(f"velocity/length amplitude, real k: {ratio_real_k:.4f}")
print(f"octahedron E(t2g)-E(eg): {octahedron['split'] * EV:.3f} eV")
print(f"tetrahedron E(t2)-E(e): {tetrahedron['split'] * EV:.3f} eV")
print(f"cube E(t2g)-E(eg): {cubic_cage['split'] * EV:.3f} eV")
for name, cage in (("octahedron", octahedron), ("tetrahedron", tetrahedron)):
    print(f"{name}: phi (deg), f(t2), f(e)")
    for degrees in (0.0, 22.5, 45.0):
        phi = np.radians(degrees)
        n = np.array([np.cos(phi), np.sin(phi), 0])
        e = np.array([-np.sin(phi), np.cos(phi), 0])
        ft = strength(cage["t"], cage["core"], cage["wt"], e, n)
        fe = strength(cage["e"], cage["core"], cage["we"], e, n)
        print(f"  {degrees:4.1f}  {ft:.4e}  {fe:.4e}")
sign = np.sign(tetrahedron["D"])
parts = sign * tetrahedron["beta"] * R1 / np.sqrt(3)
print("tetrahedral t2 orbital: level, |beta|, |R1| (bohr), part of D (bohr)")
for index, name in enumerate(("2p", "3p", "4p")):
    print(f"  {name}  {abs(tetrahedron['beta'][index]):.5f}"
          f"  {abs(R1[index]):.5e}  {parts[index]:+.4e}")
print(f"  all higher p levels: part of D {parts[3:].sum():+.4e} bohr")
print(f"free-ion 3d weight in t2 orbital: {tetrahedron['d_weight']:.4f}")
print(f"total p weight in t2 orbital: {np.sum(tetrahedron['beta']**2):.5f}")
print(f"|D|, diagonalization: {abs(tetrahedron['D']):.4e} bohr")
print(f"|D|, first order: {abs(D_first):.4e} bohr")
print(f"weak field (charge -0.01), D full/first order: "
      f"{weak['D'] / (0.01 * D_first):.4f}")
powder_t = quadrupole_formula(tetrahedron["wt"], tetrahedron["Rt"], 3 / 5)
powder_e = quadrupole_formula(tetrahedron["we"], tetrahedron["Re"], 2 / 5)
print(f"tetrahedron powder quadrupole f(t2): {powder_t:.4e}")
print(f"tetrahedron powder quadrupole f(e): {powder_e:.4e}")
print(f"tetrahedron dipole f(t2): {dip_t:.4e}")
print(f"dipole / total powder quadrupole: {dip_t / (powder_t + powder_e):.3f}")
total = dip_t + powder_t + powder_e
barn_ev = 2 * np.pi ** 2 * ALPHA * BOHR ** 2 / 1e-28 * EV
print(f"tetrahedron total powder f: {total:.4e}")
print(f"integrated cross section: {total * barn_ev:.1f} barn eV")
print("tests ok")
```

Running it gives:

```
cage distance: 1.80 angstrom = 3.4015 bohr
charge per site: octahedron -2/3, tetrahedron -1, cube -1/2
free ion E(1s): -179.271 hartree
free ion E(3p), E(3d), E(4p): -3.2839, -1.9400, -1.1188 hartree
photon energy, free ion: 177.331 hartree = 4825.4 eV
k, free ion: 1.2940 1/bohr
|R2(1s-3d)|, free ion: 1.12514e-03 bohr^2
quadrupole f, free ion, both peaks: 2.5061e-05
powder ratio t2g:eg, free ion: 1.5000
velocity/length amplitude, small k: 0.9989
velocity/length amplitude, real k: 0.9914
octahedron E(t2g)-E(eg): -0.311 eV
tetrahedron E(t2)-E(e): 0.195 eV
cube E(t2g)-E(eg): 0.210 eV
octahedron: phi (deg), f(t2), f(e)
   0.0  2.4790e-05  7.9431e-24
  22.5  1.2395e-05  1.2697e-05
  45.0  9.3498e-23  2.5394e-05
tetrahedron: phi (deg), f(t2), f(e)
   0.0  5.0634e-05  5.6025e-23
  22.5  3.8068e-05  1.2395e-05
  45.0  2.5502e-05  2.4790e-05
tetrahedral t2 orbital: level, |beta|, |R1| (bohr), part of D (bohr)
  2p  0.00003  5.21885e-02  -7.7638e-07
  3p  0.00798  1.61533e-02  +7.4380e-05
  4p  0.02824  7.05600e-03  +1.1504e-04
  all higher p levels: part of D +9.6299e-07 bohr
free-ion 3d weight in t2 orbital: 0.9991
total p weight in t2 orbital: 0.00087
|D|, diagonalization: 1.8961e-04 bohr
|D|, first order: 1.8932e-04 bohr
weak field (charge -0.01), D full/first order: 1.0000
tetrahedron powder quadrupole f(t2): 1.5079e-05
tetrahedron powder quadrupole f(e): 9.9162e-06
tetrahedron dipole f(t2): 2.5502e-05
dipole / total powder quadrupole: 1.020
tetrahedron total powder f: 5.0497e-05
integrated cross section: 5542.6 barn eV
tests ok
```
